# Why length, velocity and acceleration forms weight different radii

An electron coordinate oscillating at angular frequency $\omega$ has amplitudes of position, velocity and acceleration in the ratio $1:\omega:\omega^2$. A dipole amplitude can therefore be found from a length $r$, from a velocity divided by $\omega$, or from an acceleration divided by $\omega^2$. In the Coulomb potential energy $U(r)=-e^2/r$ (Gaussian units, electron mass $m$, fixed centre) the local acceleration has magnitude $e^2/(mr^2)$. Its weight relative to length is

$$\frac{e^2/(m\omega^2r^2)}{r}=\left(\frac{r_\omega}{r}\right)^3,\qquad r_\omega=\left(\frac{e^2}{m\omega^2}\right)^{1/3}.$$

The length $r_\omega$ is the one that can be built from $e^2$, $m$ and $\omega$ without $\hbar$. It separates "small" from "large" radii: inside it the acceleration weight exceeds the length weight, and outside it the reverse holds. The boundary is set by the transition frequency, and the size of the larger state need not matter.

## Three integrals that agree for exact states

Let $u_i$ and $u_f$ be real, normalized bound radial functions, each equal to $r$ times the radial wavefunction, with angular momenta $l$ and $l+1$. Primes denote $d/dr$. For a local potential that is the same for both states,

$$u_i''=\left[\frac{l(l+1)}{r^2}+\frac{2m}{\hbar^2}(U-E_i)\right]u_i,$$

and $u_f$ obeys the same equation with $l+1$ and $E_f$. Put $\Delta E=E_f-E_i=\hbar\omega>0$ and define

$$w=u_i'-\frac{l+1}{r}u_i,$$

$$L=\int_0^\infty u_f\,r\,u_i\,dr,\qquad V=\int_0^\infty u_f\,w\,dr,\qquad A=\int_0^\infty u_f\,U'u_i\,dr .$$

The common angular factor is left out. The same integrals with upper limit $R$ are written $L(R)$, $V(R)$ and $A(R)$.

To connect length and velocity, let $F=r(u_f'u_i-u_fu_i')-u_fu_i$. Differentiation gives

$$F'=r(u_f''u_i-u_fu_i'')-2u_fu_i'.$$

The centrifugal terms differ by $(l+1)(l+2)-l(l+1)=2(l+1)$, so

$$F'=\frac{2(l+1)}{r}u_fu_i-\frac{2m\Delta E}{\hbar^2}ru_fu_i-2u_fu_i'
=-2u_fw-\frac{2m\Delta E}{\hbar^2}ru_fu_i .$$

Since $F(0)=0$, integration to $R$ gives

$$-\frac{m\Delta E}{\hbar^2}L(R)=V(R)+\tfrac12F(R).$$

For the acceleration form, abbreviate $\kappa=(2m/\hbar^2)(U-E_i)$. Differentiate $w$ and substitute $u_i'=w+(l+1)u_i/r$:

$$w'=-\frac{l+1}{r}w+\kappa u_i .$$

Here the terms in $u_i/r^2$ cancel, because $l(l+1)-(l+1)^2+(l+1)=0$. Differentiating again and using the same two relations,

$$w''=-\frac{l+1}{r}\left(-\frac{l+1}{r}w+\kappa u_i\right)+\frac{l+1}{r^2}w+\kappa'u_i+\kappa\left(w+\frac{l+1}{r}u_i\right).$$

The two terms in $\kappa u_i/r$ cancel, leaving

$$w''=\left[\frac{(l+1)(l+2)}{r^2}+\kappa\right]w+\frac{2m}{\hbar^2}U'u_i .$$

Thus $w$ has the centrifugal term of the final state and a source proportional to the force. Combining this with the equation for $u_f$,

$$\frac{d}{dr}(u_fw'-u_f'w)=\frac{2m\Delta E}{\hbar^2}u_fw+\frac{2m}{\hbar^2}u_fU'u_i,$$

$$A(R)=-\Delta E\,V(R)+\frac{\hbar^2}{2m}\left[u_fw'-u_f'w\right]_R .$$

The lower limit gives nothing: near the Coulomb centre $u_f\propto r^{l+2}$ and $w$ is of order $r^{l+1}$. All surface terms vanish as $R\to\infty$ for bound states. Hence

$$V=-\frac{m\Delta E}{\hbar^2}L=-\frac{m\omega}{\hbar}L,\qquad A=-\Delta E\,V=m\omega^2L .$$

The totals agree, but the partial integrals differ by surface terms. An integrand is therefore no unique map of where a transition happens, since a total derivative may be added to it without changing the total. For cumulative curves I use this freedom to write

$$u_fu_i'=\tfrac12(u_fu_i'-u_f'u_i)+\tfrac12(u_fu_i)'$$

and drop the last term from the velocity integrand. This leaves $V$ unchanged and, for neighbouring Rydberg states, removes a rapid oscillation: for 20s → 21p the ratio of the integrated absolute integrand to the total falls from 1.39 to 1.00.

## What a local error does

Replace $u_i$ by $u_i+\delta u$, where $\delta u$ vanishes outside some zone and at its ends. Keep $u_f$, $\omega$ and $U'$ exact, and do not renormalize, since that would multiply all three integrals by the same factor. In the velocity integral the derivative of $\delta u$ is moved onto $u_f$ by parts. The relative changes are then $\int K\,\delta u\,dr$ with

$$K_L=\frac{ru_f}{L},\qquad K_V=-\frac{u_f'+(l+1)u_f/r}{V},\qquad K_A=\frac{U'u_f}{A}.$$

Unlike the integrands, these kernels are fixed once the form is chosen. Each gives $\int Ku_i\,dr=1$ for the exact state. They differ on $\delta u$ because the equality of the forms used the Schrödinger equation, which an arbitrary local error violates.

By the Cauchy–Schwarz inequality, an error of norm $\varepsilon=(\int\delta u^2dr)^{1/2}$ in a zone changes the integral by a relative amount of at most $S\varepsilon$, where $S^2=\int K^2dr$ over that zone. The bound is reached when $\delta u$ is proportional to $K$. Where $K$ does not vanish at the ends of the zone, an admissible $\delta u$ can only approach it.

For length and acceleration the local weights can be read off. The velocity kernel contains a derivative, but its mean square can be found between two neighbouring nodes of $u_f$. The origin and infinity may also serve as ends. With $\lambda=l+1$,

$$\int\left(u_f'+\frac{\lambda u_f}{r}\right)^2dr=\int\left[u_f'^2+\frac{\lambda(u_f^2)'}{r}+\frac{\lambda^2u_f^2}{r^2}\right]dr .$$

Integration by parts turns the first term into $-u_fu_f''$ and the second into $\lambda u_f^2/r^2$. The boundary terms vanish because $u_f=0$ there. The equation for $u_f$ contributes $-\lambda(\lambda+1)u_f^2/r^2$, which cancels the other two centrifugal terms. What remains is

$$\int\left(u_f'+\frac{\lambda u_f}{r}\right)^2dr=\frac{2m}{\hbar^2}\int(E_f-U)u_f^2\,dr=\frac{m^2}{\hbar^2}\int v^2u_f^2\,dr,$$

where $v^2=2(E_f-U)/m$ is the squared classical speed, continued to negative values beyond the turning point. Dividing by the squared totals gives

$$S_L^2=\frac1{L^2}\int r^2u_f^2dr,\quad
S_V^2=\frac1{L^2}\int\frac{v^2}{\omega^2}u_f^2dr,\quad
S_A^2=\frac1{L^2}\int\left(\frac{U'}{m\omega^2}\right)^2u_f^2dr .$$

The weights $r$, $v/\omega$ and $U'/(m\omega^2)$ suggested by dimensions thus hold in the mean-square sense between nodes, without a semiclassical approximation.

## Where the weights cross in a Rydberg transition

The Coulomb levels are $E_n=-me^4/(2\hbar^2n^2)$. For $n\to n+1$ at large $n$, $\omega\approx me^4/(\hbar^3n^3)$, so $r_\omega\approx n^2a_0$ with $a_0=\hbar^2/(me^2)$. This is the semimajor axis of the classical orbit, whose energy is $-e^2/(2r_\omega)$. Put $x=r/r_\omega$ and use $e^2/m=\omega^2r_\omega^3$:

$$v^2=\omega^2r_\omega^2\left(\frac2x-1\right).$$

Relative to length, the velocity and acceleration weights are

$$\frac{v}{\omega r}=\frac{\sqrt{2/x-1}}{x},\qquad \frac{e^2}{m\omega^2r^3}=\frac1{x^3}.$$

Velocity and length cross where $x^3+x-2=(x-1)(x^2+x+2)=0$, which for real $x$ means $x=1$. Velocity and acceleration cross where

$$x^4-2x^3+1=(x-1)(x^3-x^2-x-1)=0,$$

at $x=1$ and $x=1.839$. For $x<1$ the order of decreasing sensitivity is acceleration, velocity, length. For $1<x<1.839$ it is length, velocity, acceleration. Nearer the turning point at $x=2$ the speed goes to zero and velocity has the smallest weight. Velocity is thus intermediate over most of the orbit, but not near its outer end.

## The classical picture of the integrands

Take $l=0$, so that the orbit is almost a straight line through the centre, with period $T=2\pi/\omega$. Away from the centre and the turning point, each state is approximately $u=\sqrt{4/(Tv)}\,\sin\phi$ with $\phi'=mv/\hbar$. At fixed $r$, $d(mv)/dE=1/v$. The phase difference of the two states therefore grows as $\int\Delta E\,dr/(\hbar v)=\omega t$, where $t$ is the classical time since leaving the centre.

The constant in this phase difference comes from small radii. The energy shifts the phase of $u$ by an amount of order $(r/a_0)^{3/2}/n^2$, so for $r\ll n^{4/3}a_0$ it can be neglected and $u\propto zJ_\nu(z)$, with $z=\sqrt{8r/a_0}$, $\nu=2l+1$ and $J_\nu$ the Bessel function. To verify this, use $d/dr=(4/a_0z)\,d/dz$ and Bessel's equation:

$$u''=\frac{16}{a_0^2z^2}\left(\frac{\nu^2-1}{z^2}-1\right)u=\left[\frac{l(l+1)}{r^2}-\frac{2}{a_0r}\right]u .$$

At large $z$, $J_\nu$ varies as $\cos(z-\nu\pi/2-\pi/4)$. Raising $l$ by one raises $\nu$ by two and shifts the phase by $-\pi$. Hence $\phi_f-\phi_i\approx\omega t-\pi$.

With the fast oscillation averaged out, $u_fu_i\approx-(2/Tv)\cos\omega t$. Likewise $u_f'u_i-u_fu_i'\approx(4m/\hbar T)\sin\omega t$. Using $dr=v\,dt$ on the outward half of the orbit, the leading integrands per unit time are

$$-\frac2Tr\cos\omega t,\qquad -\frac{2m}{\hbar T}v\sin\omega t,\qquad -\frac2TU'\cos\omega t$$

for $L$, $V$ and $A$. In $V$ the term $-u_fu_i/r$ has been dropped. Per unit time its size is at most $2/(Tr)$, and $(2/T)\int dt/r\propto n^{-2}$, against $V\propto\omega L\propto n^{-1}$, so it is of relative order $1/n$ in the total. Near the centre, where $\sin\omega t$ is small, this term and the correction to the phase $-\pi$ are not negligible, and they act in opposite directions. For $a_0\ll r\ll r_\omega$, where $u_fu_i$ is negative on average, the dropped term has the sign opposite to $V$ and lowers the normalized cumulative curve; inside the first node of $u_i$ its sign is that of $V$. The next term of the large-$z$ Bessel phase makes $\phi_f-\phi_i\approx\omega t-\pi+4/z$ and raises the curve by roughly twice as much in that range (2.4 to 1.9 times between 30 and $300\,a_0$ for 20s → 21p), so at these radii the quantum cumulative curve lies above the leading expression. The length form favours the outer region, where $r$ is large and the electron lingers. The leading velocity integrand, per unit radius, is proportional to $\sin\omega t$, which vanishes at both ends of the orbit and keeps one sign between them. This is the sense in which its cumulative integral grows at intermediate radii.

The acceleration form is concentrated at the centre, where the classical expression fails. There $v\propto r^{-1/2}$, so $r\propto t^{2/3}$ and $U'\propto t^{-4/3}$, whose time integral diverges at $t=0$. The quantum integral is finite, but it cancels strongly. In the inner region its leading part is proportional to $\int J_1J_3\,dz/z$. Bessel's equation gives

$$\frac{d}{dz}\left[z(J_1'J_3-J_1J_3')\right]=-\frac8zJ_1J_3 .$$

The bracket vanishes at $z=0$. It also vanishes at infinity, where $J_1$ and $J_3$ become opposite in sign and equal in size. So the leading inner contribution integrates to zero.

Its separate lobes scale as $1/T\propto n^{-3}$, whereas $A=m\omega^2L\propto n^{-6}n^2=n^{-4}$. The ratio of the integrated absolute integrand to the total must therefore grow in proportion to $n$. The computed ratios are 18.3, 38.3 and 78.5 for $n=10$, 20 and 40.

## The transition 20s to 21p

The pure Coulomb model gives a photon energy of $1.1621\times10^{-4}$ hartree, or 764.65 GHz as a frequency. In atomic units ($\hbar=m=e=1$),

$$r_\omega=(1.1621\times10^{-4})^{-2/3}=419.9\ a_0 .$$

The length integral is $L=145.64\,a_0=7.707\times10^{-7}$ cm. The other two, integrated separately, are $V=-0.016925\,a_0^{-1}$ and $A=1.9669\times10^{-6}$ hartree$/a_0$. They agree with $-\omega L$ and $\omega^2L$ to all printed digits.

The cumulative integrals, each divided by its own total, take these values:

| $R/a_0$ | length | velocity | acceleration |
|---:|---:|---:|---:|
| 2 | 0.000 | 0.004 | 19.02 |
| 10 | 0.000 | 0.009 | 7.76 |
| 100 | −0.008 | 0.034 | 2.48 |
| 300 | −0.119 | 0.124 | 1.30 |
| 500 | −0.490 | 0.345 | 0.87 |
| 700 | −0.957 | 0.725 | 0.72 |
| 800 | 0.054 | 0.943 | 0.88 |
| 900 | 0.926 | 0.997 | 0.99 |

The length curve falls to $-1.01$ at $717\,a_0$, so the region beyond supplies $1-(-1.01)=2.01$ times the total. The classical orbit explains the reversal. It is described by $r=r_\omega(1-\cos\eta)$ and $\omega t=\eta-\sin\eta$, which give $(dr/dt)^2=\omega^2r_\omega^2(1+\cos\eta)/(1-\cos\eta)$, the speed found above. On this orbit $\cos\omega t$ changes sign at $703\,a_0$. This locates the reversal only to within a node spacing: the exact curve can turn only at a node of $u_i$ or $u_f$, and $717\,a_0$ is the last node of the 21p function. The same orbit predicts

$$\frac L{r_\omega}=-\frac1\pi\int_0^\pi(1-\cos\eta)^2\cos(\eta-\sin\eta)\,d\eta=0.325 .$$

The quantum value exceeds this prediction by 6.7% at $n=20$ and by 3.4% at $n=40$.

The acceleration curve reaches 19.2 times its total at $1.84\,a_0$, the first node of the 20s function, and the rest of the orbit must remove the excess. Half of the integrated absolute integrand lies within $760\,a_0$ for length, $590\,a_0$ for velocity and $1.83\,a_0$ for acceleration. The velocity figure belongs to the symmetrized integrand chosen above; the plain integrand gives $470\,a_0$. The acceleration figure falls almost on the first node, because the first lobe holds very nearly half of the absolute integrand. It therefore moves easily: $1.66\,a_0$ for $n=10$ and $1.96\,a_0$ for $n=40$.

The worst-case sensitivities $S$, in zones bounded by nodes of the 21p function, are:

| zone ($a_0$) | length | velocity | acceleration |
|:---|---:|---:|---:|
| 0–12.0 | 0.00136 | 1.06 | 3340 |
| 382–444 | 0.581 | 0.615 | 0.614 |
| 717–∞ | 4.17 | 0.543 | 0.553 |

Near $r_\omega$ the three forms are almost equally sensitive. At this finite $n$ the crossings are slightly split: velocity meets acceleration at $411\,a_0$ and length at $425\,a_0$, and between these radii it has the largest weight. The outer velocity–acceleration crossing is at $824\,a_0$. In the last zone acceleration is slightly more sensitive than velocity. That zone includes the region beyond this crossing, and also the forbidden region, where negative $v^2$ lowers $S_V^2$.

A less extreme error is a smooth change of the 20s amplitude, zero at the ends of a window and 1% at its middle. The resulting changes, in percent of each exact integral, are:

| window ($a_0$) | length | velocity | acceleration |
|:---|---:|---:|---:|
| 0–20 | −0.000055 | 0.0036 | −5.08 |
| 320–520 | −0.177 | 0.115 | −0.180 |
| 600–940 | 1.44 | 0.33 | 0.21 |

In the inner window the acceleration-to-length ratio is $5.076/(5.47\times10^{-5})=9.3\times10^4$. Setting this equal to $(r_\omega/r)^3$ gives an effective radius $r=419.9/45.3=9.3\,a_0$, inside the window. The acceleration form turns a 1% local error into a 5% error of the integral because the total is a small remainder of large lobes. The rows should not be compared as if the errors were equally large: the error norm is $2.5\times10^{-4}$ in the inner window and $6.2\times10^{-3}$ in the outer one.

## Limits of the argument

A Rydberg state in the transition does not by itself make large radii important. For 2s → 20p, $\omega=0.12375$ hartree and $r_\omega=4.03\,a_0$. The compact 2s function cuts off all three integrands, and their median radii are 8.5, 5.7 and $1.2\,a_0$ for length, velocity and acceleration. The order is the same. The velocity median again belongs to the symmetrized integrand; the plain one gives $6.4\,a_0$. The length and velocity medians are about 90 and 100 times smaller than for 20s → 21p, while the acceleration median, close to the centre in both cases, falls only from $1.83$ to $1.2\,a_0$.

The weights describe where an error enters, not how large it is. An incorrect potential near the centre generally also changes the phase of the wavefunction farther out. The length form is then affected through the outer part of $\delta u$, although it is nearly blind to the inner part. The kernels must be integrated over the whole error before one form is preferred to another.

Equality of the three totals also required one local potential, common to both angular momenta, with its own gradient in $A$. If the potential is nonlocal or depends on $l$, the steps above produce extra terms, and the simple forms can disagree even for exact eigenfunctions of that model. The numerical check covers the identities at finite and infinite radius, and the node-to-node theorem, for $l=0\to1$ and $l=3\to4$.

## Table of computed values

```
Coulomb model 20s -> 21p (a0 = Bohr radius, Eh = hartree)
photon energy 1.162132e-04 Eh = 764.65 GHz
r_omega 419.92 a0 = 2.2221e-06 cm
L 145.6361 a0 = 7.7067e-07 cm
V -1.692483e-02 1/a0;  -omega*L -1.692483e-02
A 1.966888e-06 Eh/a0; omega^2*L 1.966888e-06
cumulative fraction of total: R/a0, length, velocity, accel.
    1    0.000000    0.001628     14.0121
    2    0.000000    0.004420     19.0186
    5   -0.000004    0.006091     10.4800
   10   -0.000027    0.009027      7.7592
   30   -0.000404    0.016219      4.5918
  100   -0.007847    0.033588      2.4844
  300   -0.118807    0.124457      1.3027
  500   -0.489756    0.344687      0.8672
  700   -0.956643    0.725181      0.7184
  800    0.053641    0.942629      0.8817
  900    0.926467    0.997089      0.9932
 1200    1.000000    1.000000      1.0000
length minimum -1.010 at 716.9 a0
acceleration maximum 19.16 at 1.83 a0
median radius of |integrand| L,V,A (a0): 759.67, 590.47, 1.83
classical sign change of cos(omega t) at 702.8 a0
classical L/r_omega 0.32515
n -> n+1: |integrand|/|total| for L,V,A; L/classical; V deviation
 10    2.911    1.000   18.268   1.1314   0.0704
 20    3.287    1.000   38.319   1.0667   0.0375
 40    3.489    1.000   78.518   1.0336   0.0192
worst-case sensitivity S: zone (a0), L, V, A
inner  0.0-12.0     0.001364 1.057 3338
middle 382.1-444.1  0.5811 0.6153 0.6139
outer  717.0-inf    4.172 0.5431 0.5533
weights cross: V=L at 425.0 a0
V=A at 410.7 and 823.5 a0
high-n limit of outer crossing 1.8393 r_omega
peak amplitude error 1.0 %: window (a0), error norm, changes of L,V,A (%)
inner  0-20 2.545e-04 -5.47e-05 0.003566 -5.076
middle 320-520 2.512e-03 -0.177 0.115 -0.1799
outer  600-940 6.158e-03 1.443 0.3325 0.2069
2s -> 20p: omega 0.12375 Eh, r_omega 4.027 a0
2s -> 20p: L 0.07529 a0
2s -> 20p median radii L,V,A (a0): 8.488, 5.737, 1.159
```
